# Exchange and the relative strengths of A and B excitons in MoS2

**Why can the B exciton of monolayer MoS2 absorb more than the A exciton, when both come from the same orbitals and differ mainly in spin?**

## Two excitons that light excites together

Near the corner K of the Brillouin zone, the valence band of MoS2 is built mainly from molybdenum d orbitals with angular momentum \(m=2\) or \(-2\), depending on the valley, and the conduction band mainly from the \(m=0\) orbital. Spin-orbit coupling splits the valence band strongly and the conduction band weakly. Its leading part, proportional to \(L_zS_z\), shifts the spin-up and spin-down bands without changing their orbitals.

Light conserves spin in this description. It creates a spin-up electron and removes a spin-up valence electron, or does the same with spin down. In one valley the first process gives, say, A, and the second gives B. Let \(D\) be their separation before electron-hole exchange. It equals the combined spin-orbit splitting of the two bands if A and B have equal binding energies, which I assume until their masses are allowed to differ.

The spin labels suggest two independent excitons with equal strengths. Whether they are independent depends on the Coulomb interaction,

\[
V=\frac12\sum_{pqrs,\sigma\tau}(pq|rs)\,
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},
\]

where \((pq|rs)\) is the repulsion between the densities \(\psi_p^*\psi_q\) and \(\psi_r^*\psi_s\). Take one valence orbital \(v\) and one conduction orbital \(c\), with

\[
|A\rangle=a^\dagger_{c\uparrow}a_{v\uparrow}|0\rangle,\qquad
|B\rangle=a^\dagger_{c\downarrow}a_{v\downarrow}|0\rangle .
\]

The direct electron-hole attraction comes from \((cc|vv)\). Its operators return each carrier to its own band with its own spin, so they cannot turn B into A. The exchange integral \((cv|vc)\) can. Two equal terms of the sum contribute and cancel the factor one half, leaving

\[
(cv|vc)\,a^\dagger_{c\uparrow}a^\dagger_{v\downarrow}a_{c\downarrow}a_{v\uparrow}
=(cv|vc)\,a^\dagger_{c\uparrow}a_{v\uparrow}\,a^\dagger_{v\downarrow}a_{c\downarrow}.
\]

The sign is positive because \(a_{v\uparrow}\) has moved past two fermion operators. Acting on B, the right-hand pair \(a^\dagger_{v\downarrow}a_{c\downarrow}\) restores \(|0\rangle\), and the left-hand pair then creates A. Thus \(\langle A|V|B\rangle=+(cv|vc)\). A spin-down pair recombines virtually while a spin-up pair is created. No spin is flipped.

The same integral raises the energy of A and of B relative to a pair in which the electron spin has been flipped. Such a spin-flip pair has no net transition density and so no exchange of this kind.

## Why the sign favours the upper state

Write the transition density of exciton \(X\) as \(\rho_X=\psi_v^*\psi_c\), its coupling to light as \(d_X=\langle X|v_{\rm light}|0\rangle\), where \(v_{\rm light}\) is the velocity component along the field, and

\[
J_{AB}=\iint \rho_A^*(\mathbf r)\,v(\mathbf r-\mathbf r')\,\rho_B(\mathbf r')\,d^3r\,d^3r' .
\]

The sign of \(J_{AB}\) alone has no meaning, since it changes if the phase of B is reversed. The product \(J_{AB}d_A^*d_B\) does not change, and it decides the interference. Because the two spins have the same orbitals here, phases can be chosen so that \(\rho_A=\rho_B\) and \(d_A=d_B\). Then \(J_{AB}\) is the repulsion integral of one charge pattern with itself (twice its electrostatic self-energy), which is positive. If the orbitals differed substantially, repulsion would still make each diagonal exchange energy positive, but it would not by itself fix the sign of this product.

The other valley does not enter at zero exciton momentum. Under a threefold rotation \(\rho_K\) acquires a phase \(\omega=e^{2\pi i/3}\) or its conjugate. Time reversal gives \(\rho_{K'}=\rho_K^*\), which acquires the opposite phase. Rotating both integration variables in

\[
J_{K'K}=\iint\rho_{K'}^*\,v\,\rho_K
\]

leaves the integral unchanged but multiplies it by \(\omega^2\) or its conjugate. Since \(\omega^2\ne1\), \(J_{K'K}=0\). Strain that breaks the threefold symmetry, or a finite exciton momentum, removes this protection.

The long-range part of the exchange also vanishes at zero momentum \(Q\): the two-dimensional Coulomb interaction grows as \(1/Q\), while the squared transition charge falls as \(Q^2\), so their product falls as \(Q\). What remains is short-range exchange within the valley.

## The two-state formula

Measure energy from A without exchange. If A and B have the same envelope,

\[
H=\begin{pmatrix}J&J\\J&D+J\end{pmatrix}
=\left(J+\frac D2\right)\mathbf 1+
\begin{pmatrix}-D/2&J\\J&D/2\end{pmatrix}.
\]

Define

\[
W=\sqrt{D^2+4J^2},\qquad \cos2\theta=\frac DW,\qquad \sin2\theta=\frac{2J}{W}\equiv s .
\]

The last matrix is then \(W/2\) times a matrix with entries \(\mp\cos2\theta\) on the diagonal and \(\sin2\theta\) off it. Its eigenvalues are \(\mp W/2\), and the eigenvectors are

\[
|-\rangle=\cos\theta\,|A\rangle-\sin\theta\,|B\rangle,\qquad
|+\rangle=\sin\theta\,|A\rangle+\cos\theta\,|B\rangle .
\]

For the upper vector, the first component of the matrix product is \((W/2)(-\cos2\theta\sin\theta+\sin2\theta\cos\theta)=(W/2)\sin\theta\), as required. The second follows in the same way. I keep the names A and B for the lower and upper mixed states.

Let \(p\) be the bare strength of each exciton, in units of the squared interband velocity. The amplitudes add before squaring:

\[
\begin{aligned}
S_A&=p(\cos\theta-\sin\theta)^2=p(1-s),\\
S_B&=p(\sin\theta+\cos\theta)^2=p(1+s).
\end{aligned}
\]

Therefore

\[
\boxed{\frac{S_B}{S_A}=\frac{1+s}{1-s},\qquad
s=\frac{2J}{\sqrt{D^2+4J^2}}}
\]

The lower state reduces its repulsion by giving its two transition densities opposite signs. The same opposite signs make its optical amplitudes cancel in part. The upper state has equal signs, a larger exchange energy and a larger optical amplitude.

The total strength within these two states stays \(2p\), but its mean energy rises:

\[
\frac{S_AE_A+S_BE_B}{2p}
=J+\frac D2+\frac{sW}{2}
=\frac D2+2J .
\]

Reversing the sign of \(J\) reverses \(s\) and inverts the strength ratio.

Two limits show the role of spin-orbit coupling. For \(J\ll D\), \(s\approx2J/D\), so

\[
\frac{S_B}{S_A}\approx1+\frac{4J}{D}.
\]

The strengths respond at first order in \(J/D\), whereas the separation responds at second order, \(W\approx D+2J^2/D\). A modest exchange can thus change the strengths visibly and leave the separation almost untouched. For \(D\to0\) with \(J>0\), \(s\to1\): the upper state becomes the spin singlet and takes all the strength, while the lower one becomes a dark triplet. Spin-orbit coupling mixes these two, and the strength of A measures how far it has done so.

## From strength to absorption

The strength \(S\) is not yet the area of an absorption line. A field of amplitude \(\mathcal E\) at frequency \(\omega\) has a vector potential proportional to \(\mathcal E/\omega\). The transition rate is therefore proportional to \(S\mathcal E^2/\omega^2\). Multiplying by the photon energy and dividing by the incident intensity gives an absorbance area proportional to \(S/\omega\), or \(S/E\).

With \(E_A\) and \(E_B\) now the full excitation energies, equal areas require

\[
\frac{1-s}{E_A}=\frac{1+s}{E_B}
\quad\Longrightarrow\quad
s=\frac{E_B-E_A}{E_A+E_B}.
\]

Since \(s=2J/(E_B-E_A)\), B has the larger area in the two-state model when

\[
J>\frac{(E_B-E_A)^2}{2(E_A+E_B)} .
\]

For rough MoS2 sizes, \(D=150\) meV and an A energy of 1.9 eV, equality occurs at \(J=2.85\) meV. This threshold is far below \(D\), because the photon energies differ by a small fraction. Doubling the strength ratio to 2 needs \(s=1/3\), hence \(J=D/(2\sqrt8)=26.5\) meV.

## How large is the exchange?

An exciton spreads over many cells, but short-range exchange acts when electron and hole meet. Let \(\phi(\mathbf R)\) be the normalized amplitude for a separation \(\mathbf R\), and let \(K\) be the exchange energy of a pair in one cell. At zero total momentum, the on-site exchange connects the same-cell parts of A and B, so

\[
J=K|\phi(0)|^2=Kp .
\]

With a constant interband velocity near the valley, the optical amplitude is the sum of the envelope over crystal momentum, which is proportional to \(\phi(0)\). This is why the same \(p\) serves as the bare strength.

For the scale of \(K\), I use the 4d orbitals of a free Mo atom in its septet state, from unrestricted Hartree-Fock theory with the def2-TZVP basis and its core potential. For orbitals with \(m=0\) and \(m=\pm2\), the angular integrals give

\[
K_{\rm atom}=\frac4{49}F^2+\frac{15}{441}F^4 ,
\]

where \(F^2\) and \(F^4\) are the radial repulsion integrals. Their values, 6.598 and 4.231 eV, give \(0.539+0.144=0.683\) eV. Direct evaluation with the orbitals agrees. The value depends on the atomic description: the larger def2-QZVP basis gives 0.681 eV, an all-electron scalar-relativistic triple-zeta calculation gives 0.637 eV, about 7% lower, and the Mo\(^+\) ion gives 0.717 eV. \(K\) and \(J\) below carry the same relative uncertainty.

In the crystal, these orbitals make up only part of each band. I choose a weight of 0.8 in both. The transition density is reduced by \(\sqrt{0.8\times0.8}\), and exchange contains it twice, so

\[
K=0.8\times0.8\times0.6825\ {\rm eV}=0.437\ {\rm eV}.
\]

The envelope comes from a triangular lattice for the relative coordinate, with lattice constant \(a=0.32\) nm and reduced mass \(\mu=0.25\) electron masses. Expanding the kinetic energy \(t\sum_{\boldsymbol\delta}(1-\cos\mathbf k\cdot\boldsymbol\delta)\) over six neighbours gives \(\tfrac32ta^2k^2\). Equating this to \(\hbar^2k^2/2\mu\) fixes \(t=\hbar^2/(3\mu a^2)\). The attraction is the Rytova-Keldysh potential,

\[
V_{eh}(R)=-\frac{e^2}{4\pi\epsilon_0}\frac{\pi}{2r_0}
\left[H_0\!\left(\frac R{r_0}\right)-Y_0\!\left(\frac R{r_0}\right)\right],
\]

with Struve function \(H_0\), Bessel function \(Y_0\) and \(r_0=4\) nm. This form describes a layer in vacuum. At \(R=0\) it is replaced by its logarithmic average over a disc with the area of one cell.

The 1s state is bound by 570 meV and has \(p=0.0406\). Thus electron and hole share a cell about 4% of the time, and

\[
J=0.4368\ {\rm eV}\times0.04057=17.7\ {\rm meV}.
\]

This is \(0.118D\). The two-state formula gives

\[
s=\frac{2\times17.72}{\sqrt{150^2+(2\times17.72)^2}}=0.230,
\qquad
\frac{S_B}{S_A}=\frac{1.230}{0.770}=1.60 .
\]

The first-order estimate is 1.47, so terms beyond first order in \(J/D\) already matter, mainly through the denominator \(1-s\).

## Strength also moves above B

Exchange does not stop at the two 1s states. It couples them to every exciton with a nonzero same-cell amplitude. Let \(|u\rangle\) be the sum of the same-cell pair states for the two spins. The Hamiltonian is \(H_0+K|u\rangle\langle u|\), and without exchange

\[
G(E)=\langle u|(E-H_0)^{-1}|u\rangle
=\sum_n p_n\left[\frac1{E-e_n}+\frac1{E-e_n-D}\right],
\]

where \(e_n\) and \(p_n\) are the energies and same-cell probabilities of the lattice excitons. With exchange, the corresponding function \(F\) obeys \(F=G+KGF\), hence \(F=G/(1-KG)\). Its poles are the energies of the bright excitons and its residues are their strengths:

\[
KG(E_S)=1,\qquad S=-\frac1{K^2G'(E_S)} .
\]

The second result follows by writing \(1-KG\approx-KG'(E_S)(E-E_S)\) near the pole and using \(G(E_S)=1/K\). Direct diagonalization of the coupled spin channels agrees with both formulas within the tested numerical tolerances.

Now separate the two 1s terms, \(G_2\), from the rest:

\[
G=G_2-g,\qquad
g(E)=\sum_{n>1}p_n\left[\frac1{e_n-E}+\frac1{e_n+D-E}\right].
\]

Below the higher bright excitons \(g>0\). The condition \(K(G_2-g)=1\) becomes

\[
K_{\rm eff}G_2=1,\qquad K_{\rm eff}=\frac K{1+Kg}.
\]

Midway between the bare A and B, \(g=0.598\) per eV. This gives \(K_{\rm eff}=0.4368/1.261=0.346\) eV and \(J_{\rm eff}=14.1\) meV, for which the two-state ratio is 1.45.

The full lattice gives a smaller ratio still:

\[
\frac{S_B}{S_A}=\frac{0.02852}{0.02119}=1.35 .
\]

First-order perturbation theory shows why one effective exchange is not enough. An exciton's optical amplitude is multiplied by \(1+K\sum_m p_m/(E_n-E_m)\), with the sum over the other excitons. Squaring doubles the correction. For A, the B term is \(-p/D\); for B, the A term is \(+p/D\). The higher states contribute \(-g\) to both, so

\[
\ln\frac{S_B}{S_A}\approx\frac{4Kp}{D}
-2K\,[g(E_B)-g(E_A)] .
\]

The function \(g\) increases with energy below the higher bright states. B is closer to them and passes more of its strength upward than A does by this route. The second term therefore opposes the first. Since \(Kg\approx0.26\) here, this first-order formula gives the direction of the effect and not its size.

The absolute strengths deserve attention. Without exchange each exciton has strength 0.0406. With it, A falls by 48% and B by 30%. These fractions depend on the high-energy states of the lattice: keeping only the half of the Brillouin zone with the lowest kinetic energy changes them to 42% and 21%, while the ratio moves only to 1.36. In the two-state model B gains what A loses; in this lattice both lose strength to higher excitons, and B is stronger because its gain from A leaves it with the smaller net loss. Repulsion does push strength upward, but B is not its final destination.

## What the comparison with spin-orbit splitting says

The ratio depends on \(D\) in two ways. A larger splitting weakens the mixing of A and B, and it also brings B closer to the 2s state of A, which lies about 300 meV above the bare A in this lattice.

| \(D\) (meV) | Two-state ratio, bare \(J\) | Full lattice ratio |
|---|---:|---:|
| 100 | 2.00 | 1.66 |
| 150 | 1.60 | 1.35 |
| 200 | 1.42 | 1.17 |

If \(D\) approached the 1s-2s separation, B and the A-series 2s state would become nearly degenerate. The term \(p_2/(e_2-E_B)\) in \(g\) would grow without limit in first-order theory, and the two-state description would fail. Large spin-orbit splitting is therefore not just the weak-mixing limit of the simple formula.

At \(D=150\) meV the full separation is 152.1 meV. Exchange has changed it by about 1.4%, while the strength ratio has risen by 35% from unity. The separation alone is a poor measure of the exchange in this model. Reversing the sign of \(K\) at this splitting gives a ratio of 0.59, so here the sign of the exchange decides which exciton is stronger.

For absorption, the energy factor is \(E_A/E_B=0.926\), and the area ratio becomes

\[
1.346\times0.926=1.25 .
\]

B thus has the larger area in this example. Its peak need not be higher. For two well-separated lines of the same shape, height is area divided by width, apart from a common factor. B has the higher peak if its width is less than about 1.25 times that of A.

Exchange is also not the sole possible reason for a stronger B. A heavier exciton is more compact and has a larger same-cell probability. In the lattice, a 10% larger reduced mass for B raises its bare strength by 11% relative to A, even with \(K=0\). A measured strength ratio cannot be converted into \(J\) until masses, widths and overlapping absorption have been considered.

The value of 17.7 meV is a scale estimate, not a first-principles result for MoS2. It uses free-atom orbitals and chosen band weights, and leaves out sulfur and intersite exchange. The lattice lets one valley fill the whole Brillouin zone, which affects the high-energy excitons and hence \(g\), and to a smaller extent \(p\). The layer is also taken to be in vacuum. A surrounding dielectric weakens the attraction, lowers \(p\) and brings the 2s state of A down towards B. By the first-order formula, a smaller \(p\) and a closer 2s state each act to reduce the strength ratio while the 2s state stays well above B. The screened case is not computed here, so this example does not show that B keeps the larger area on a substrate or in an encapsulated layer. If the screening is strong enough for these two states to nearly coincide, the two-state formula no longer applies. Transitions from other bands, phonons and linewidths are absent too. Within these limits, and for a splitting of 150 meV, a bare exchange of about one eighth of that splitting is enough to make B absorb more than A. The full set of values is in the numerical output below.

## Computed results

```
Input spin-orbit splitting D: 150 meV
Input A exciton energy: 1.9 eV
Input lattice constant: 0.32 nm
Input reduced mass: 0.25 electron masses
Input screening length: 4.0 nm
Input d weight in each band: 0.8 (no unit)
Relative-motion lattice: 36 x 36 cells
Mo Slater integral F2: 6.598 eV
Mo Slater integral F4: 4.231 eV
Mo d0-d2 exchange, orbital integrals: 0.6825 eV
Mo d0-d2 exchange, radial quadrature: 0.6825 eV
Mo opposite-valley exchange: 6.1e-16 eV
Band-weighted on-site exchange K: 0.4368 eV
1s binding energy: 570.0 meV
1s to 2s separation: 299.5 meV
Same-cell probability p: 0.04057 (no unit)
Same-cell probability, 30 x 30 cells: 0.04055 (no unit)
Bare exciton exchange J = K p: 17.72 meV
J/D: 0.1181 (no unit)
Bare two-state S_B/S_A: 1.597 (no unit)
First-order estimate 1+4J/D: 1.473 (no unit)
Higher-exciton response g: 0.5978 per eV
Reduced on-site exchange K_eff: 0.3464 eV
Reduced exciton exchange J_eff: 14.05 meV
Reduced two-state S_B/S_A: 1.451 (no unit)
Full lattice strength S_A: 0.02119 (no unit)
Full lattice strength S_B: 0.02852 (no unit)
Full lattice S_B/S_A: 1.346 (no unit)
Full lattice S_B/S_A, sign of K reversed: 0.588 (no unit)
Full lattice upward shift of A: 12.88 meV
Full lattice upward shift of B: 14.96 meV
Full lattice A-B separation: 152.09 meV
Energy factor E_A/E_B: 0.9259 (no unit)
Absorbance area ratio B/A: 1.246 (no unit)
Two-state J for equal absorbance areas: 2.85 meV
Two-state J for S_B/S_A = 2: 26.52 meV
Bare S_B/S_A if B mass is 10% larger: 1.112 (no unit)
D = 100 meV: full S_B/S_A = 1.663, bare two-state = 2.003 (no unit)
D = 150 meV: full S_B/S_A = 1.346, bare two-state = 1.597 (no unit)
D = 200 meV: full S_B/S_A = 1.171, bare two-state = 1.423 (no unit)
```
